# A Straight Current-Voltage Line Does Not Exclude a Contact Barrier

In a transistor calculation the metal contact must be given a boundary condition. If the measured current-voltage line is straight, one is tempted to remove the barrier from the model and let electrons pass freely. In the example below, that choice makes the contact resistivity about 216 times too small. It also removes the barrier width, through which doping has its strongest effect on the resistance.

The belief behind the choice is reasonable. A Schottky barrier crossed by thermionic emission rectifies, with a current proportional to $e^{qV/kT}-1$. A straight line seems to deny rectification, and hence the barrier. But that exponential describes electrons going over a barrier. It says nothing about electrons going through one.

Linearity also needs a voltage range. Since $(e^v-1)/v=1+v/2+\dots$ with $v=qV/kT$, even the rectifier is linear for $|V|\ll kT/q$. A contact is ohmic in practice when its resistance is so low that its own voltage drop stays within its linear range at the working current.

## Doping thins the barrier

Take an n-type semiconductor with uniform ionized donor density $N$ and permittivity $\varepsilon$. Measure energy from the bulk conduction-band edge, where the Fermi energy is $\zeta$. The barrier $\phi$ is measured from the metal Fermi level. A forward bias $V>0$ lowers the metal Fermi level to $\zeta-qV$, so the band edge at the interface lies at

$$U=\phi+\zeta-qV .$$

In the depletion approximation, mobile electrons are absent for $0<x<W$. Poisson's equation for the electron's potential energy is then $u''=q^2N/\varepsilon$. With $u=u'=0$ at $x=W$, two integrations give

$$u(x)=a(W-x)^2,\qquad a=\frac{q^2N}{2\varepsilon},\qquad W=\sqrt{\frac{U}{a}}=\sqrt{\frac{2\varepsilon U}{q^2N}} .$$

Doping shrinks $W$ as $N^{-1/2}$ at fixed $U$, while $\phi$ stays in place.

Let $E$ be the energy of motion normal to the interface and $m$ the electron mass. The WKB transmission is $T=e^{-G}$ below the top and is set to 1 above it. Substituting $s=\sqrt a\,(W-x)$ gives

$$G=\frac{2}{\hbar}\int_{u>E}\sqrt{2m(u-E)}\,dx
=\frac{2}{\hbar}\sqrt{\frac{2m}{a}}\int_{\sqrt E}^{\sqrt U}\sqrt{s^2-E}\;ds .$$

Inserting $a$ in the prefactor gives

$$\frac1\hbar\sqrt{\frac{2m}{a}}=\frac{2}{q\hbar}\sqrt{\frac{m\varepsilon}{N}}\equiv\frac1{E_{00}},\qquad E_{00}=\frac{q\hbar}{2}\sqrt{\frac{N}{m\varepsilon}} .$$

An antiderivative of $\sqrt{s^2-E}$ is $\tfrac12[s\sqrt{s^2-E}-E\ln(s+\sqrt{s^2-E})]$, as differentiation confirms. Hence

$$G(E)=\frac{1}{E_{00}}\left[\sqrt{U(U-E)}-E\ln\frac{\sqrt U+\sqrt{U-E}}{\sqrt E}\right].$$

## The resistance at zero bias

Let there be $g$ equal isotropic valleys, and let transverse momentum be conserved. Counting two spins, the net current density is

$$J=2gq\int\frac{d^3k}{(2\pi)^3}\,v_x\,T\,(f_s-f_m),$$

where $f_s$ and $f_m$ are the Fermi functions of semiconductor and metal. Use $v_x\,dk_x=dE/\hbar$ and, for the transverse motion, $d^2k_t=2\pi(m/\hbar^2)\,dE_t$. The transverse integral is

$$\int_0^\infty\frac{dE_t}{1+e^{(E+E_t-\mu)/kT}}=kT\ln\!\left(1+e^{(\mu-E)/kT}\right).$$

Taking $\mu=\zeta$ for the semiconductor and $\mu=\zeta-qV$ for the metal,

$$J=C\int_0^\infty T\,S\,dE,\qquad C=\frac{gmq}{2\pi^2\hbar^3},\qquad
S=kT\ln\frac{1+e^{(\zeta-E)/kT}}{1+e^{(\zeta-qV-E)/kT}} .$$

The bias changes both $T$ and $S$:

$$\frac{dJ}{dV}=C\int_0^\infty\left(\frac{\partial T}{\partial V}S+T\frac{\partial S}{\partial V}\right)dE .$$

At $V=0$ the supply difference $S$ vanishes, so the first term drops out. In the second, $\partial S/\partial V=qf(E)$ with $f=1/(1+e^{(E-\zeta)/kT})$. The contact resistivity $\rho_c$ therefore obeys

$$\frac1{\rho_c}=qC\int_0^\infty e^{-G(E)}f(E)\,dE .$$

A finite slope at zero bias thus exists with or without a barrier. Two limits show what its size means.

- **No barrier.** With $T=1$ everywhere, $1/\rho_c=qC\,kT\ln(1+e^{\zeta/kT})$. The resistance is still finite, because the semiconductor supplies electrons at a finite rate.
- **Light doping.** When tunnelling is negligible, the integral starts at $U=\phi+\zeta$ and gives $kT\ln(1+e^{-\phi/kT})\approx kT\,e^{-\phi/kT}$ for $\phi\gg kT$. This is the thermionic limit.

## A barrier of 23 kT that conducts well

Take rough, round values in the regime of a metal silicide on n-type silicon: $\phi=0.60$ eV, relative permittivity 12, six valleys of mass $0.3\,m_0$, and 300 K. The barrier is $0.60/0.02585=23.2$ times $kT$.

At $N=10^{20}$ cm$^{-3}$ the Fermi energy is $\zeta=0.0712$ eV, so $U=0.6712$ eV. The depletion width is 2.98 nm and $E_{00}=0.0979$ eV. At the Fermi energy,

$$G=\frac{\sqrt{0.6712\times0.600}-0.0712\times1.787}{0.0979}\approx5.2,\qquad T\approx5.6\times10^{-3}.$$

The barrier transmits only about half a percent of the electrons arriving at this energy, and that is enough. With energies in eV, $C=2.913\times10^{10}$ A/(cm$^2$ eV$^2$), and the integral of $Tf$ is $3.38\times10^{-4}$ eV, so

$$\rho_c=\frac{1}{2.913\times10^{10}\times3.38\times10^{-4}}\approx1.02\times10^{-7}\ \Omega\,\text{cm}^2 .$$

Without the barrier, at the same doping, the value is $4.72\times10^{-10}$ Ω cm². The barrier is therefore responsible for nearly all of the contact resistance. In this model only $6\times10^{-9}$ of the zero-bias conductance comes from electrons passing over the top.

With the same barrier at $N=10^{16}$ cm$^{-3}$, the width is 230 nm and $\rho_c$ is 11 Ω cm². About 70% of the conductance then passes over the top. The intermediate dopings show how steep the change is:

| $N$ (cm⁻³) | $W$ (nm) | $E_{00}$ (eV) | $\rho_c$ (Ω cm²) |
|---|---|---|---|
| $10^{18}$ | 26.2 | 0.0098 | 1.2 |
| $10^{19}$ | 8.8 | 0.0309 | $1.9\times10^{-3}$ |
| $10^{20}$ | 3.0 | 0.0979 | $1.0\times10^{-7}$ |

Heavy doping by name is not sufficient: at $10^{19}$ cm$^{-3}$ this barrier still gives a poor contact.

## Why the tunnelling contact is also straighter

Low resistance is half of the explanation. The other half is the curvature of $J(V)$, found by expanding to second order in $qV$.

Write $G=(2/E_{00})\int_{\sqrt E}^{\sqrt U}\sqrt{s^2-E}\,ds$. Forward bias lowers $U$, which raises $\ln T$ at the rate

$$\alpha=\frac{\partial G}{\partial U}=\frac{1}{E_{00}}\sqrt{\frac{U-E}{U}} .$$

Transmission also rises with energy. The integrand vanishes at the lower limit, so only the integrand needs differentiating:

$$\beta=-\frac{\partial G}{\partial E}=\frac1{E_{00}}\ln\frac{\sqrt U+\sqrt{U-E}}{\sqrt E}.$$

The supply can be written $S=\int_0^{qV}f(E+v)\,dv\approx qVf+\tfrac12(qV)^2f'$. Therefore

$$J\approx C\left[qV\!\int Tf\,dE+(qV)^2\!\int\left(\alpha Tf+\tfrac12Tf'\right)dE\right].$$

Integration by parts gives $\int Tf'\,dE=-T(0)f(0)-\int\beta Tf\,dE$. Relative to the linear term, the correction is $c\,qV$, with

$$c=\langle\alpha\rangle-\tfrac12\langle\beta\rangle-\frac{T(0)f(0)}{2\int Tf\,dE},$$

where the averages are weighted by $Tf$. Barrier lowering and the shift of the energy window have opposite signs. Evaluating $\alpha$ and $\beta$ at the Fermi energy gives $9.7-9.1-1.5\approx-0.9$ per eV. The thermionic law has $1/(2kT)=19.3$ per eV.

The full integral confirms the contrast. At $+50$ and $-50$ mV the heavily doped contact departs from its zero-bias line by $-4.5\%$ and $+7.1\%$. Half the difference, divided by 0.05 V, is $-1.2$ per volt. The estimate is somewhat smaller in size mainly because it takes $\alpha$ and $\beta$ at the Fermi energy instead of averaging them. The lightly doped contact departs by $+201\%$ and $-55\%$. Yet at 1 mV it departs by just 1.9%, so it too would look linear over a small enough range.

## What a measurement sees

Put two identical heavily doped contacts on the end faces of a bar of cross-section 1 µm², length 50 µm and resistivity $10^{-3}$ Ω cm. The bar has 500 Ω and each contact 10.17 Ω, so the total at zero bias is 520.34 Ω. With the temperature held at 300 K, the current at 0.5 V is 0.961 mA, and it lies within 0.001% of the straight line. A real bar would heat up: it dissipates 0.46 mW, which warms it by about 20 K on average if heat leaves only through the end faces and the thermal conductivity is 100 W/(m K). That can bend the line more than the contacts do, so a measurement would need short pulses or a smaller voltage.

Two things hide the barrier. Each contact drops only about 10 mV. And one contact is forward biased while the other is reversed, with drops of 9.89 and 9.66 mV. The quadratic terms in their voltages have opposite signs and cancel in the sum.

A barrier-free contact of this area would have 0.047 Ω. With barrier-free contacts, a bar lengthened by about 2 µm, so as to make up the missing 20 Ω, would give the same line.

Now keep the bar resistance fixed and replace the contacts by the lightly doped ones, neglecting the resistance of the lightly doped material itself. The current at 0.5 V falls to $2.6\times10^{-11}$ A, 12% of what the zero-bias slope predicts. The reversed contact takes 480 mV. The metal and its barrier height are unchanged.

The value of $\rho_c$ does not identify the barrier either: a 0.4 eV barrier at $4.7\times10^{19}$ cm$^{-3}$ has the same resistivity. Nor does weak temperature dependence prove that the barrier is absent. Cooling from 300 to 200 K, with $\phi$ and the ionized doping held fixed, raises $\rho_c$ by a factor of 1.20 at heavy doping and $1.3\times10^5$ at light doping.

A doping series is more revealing, provided $\phi$ stays the same and the active doping is known. From $10^{19}$ to $10^{20}$ cm$^{-3}$ the table shows a fall by a factor of about $1.9\times10^4$. The barrier-free conductance grows as $N$ in the nondegenerate limit and as $\zeta\propto N^{2/3}$ in the strongly degenerate one, so it cannot account for such a change.

## How far the number can be trusted

Silicide contacts on heavily doped silicon have resistivities of very roughly $10^{-8}$ to $10^{-7}$ Ω cm², and the best modern contacts go lower. The model value is thus of a realistic size, but it is not a prediction. Taken one at a time, the neglected effects multiply it as follows:

- image-force lowering of the barrier, by 0.227 eV: 0.41;
- the wave equation in place of WKB, for a free-electron metal whose band bottom lies 5 eV below the semiconductor band edge: 0.48;
- anisotropic valleys with rough silicon masses, for a contact on a (100) face: 0.41;
- two-band dispersion in a 1.1 eV gap: 0.44;
- free electrons inside the depletion layer: 1.56.

Image force, free electrons and two-band dispersion taken together give 0.37, or about $3.7\times10^{-8}$ Ω cm². The top of the barrier then still stands 0.377 eV, nearly 15 $kT$, above the Fermi energy, where the transmission is 1.6%. The barrier is lower, but it has not gone. Adding the anisotropic valleys to these three effects brings the factor to 0.18, or about $1.9\times10^{-8}$ Ω cm².

The curvature is more sensitive, because it is a small difference of large terms. Taken one at a time, the five effects move $c$ between about $-0.7$ and $-3.2$ per volt. With image force, free electrons and two-band dispersion together, $c$ is about $-2.9$ per volt and the departures at $+50$ and $-50$ mV become $-12\%$ and $+16\%$. The sign and the contrast with the thermionic 19.3 per volt remain, but the size is uncertain by a factor of two to three.

Real devices most clearly break the assumption of smooth donor charge. The typical donor spacing $N^{-1/3}$ is 2.15 nm, comparable with the 2.98 nm width, so transmission should vary from place to place; this effect is not sized here. Interface states, band-gap narrowing and incomplete dopant activation are also left out. In planar contacts the current crowds towards one edge, which the end-face geometry avoids. The peak field of 4.5 MV/cm is very high, but the total band bending of 0.67 eV is below the gap, so an electron crossing the layer does not gain enough energy to create a pair.

For the device calculation, a straight line measured through two opposed contacts justifies a constant resistance for the pair, over the measured range of current and at the temperature of the measurement. It does not show that each contact is linear by itself, because their curvatures can cancel; that requires the voltage drop of a single contact. Nor does it justify removing the barrier. If doping, barrier height or operating range is to be varied, the barrier and its tunnelling current must stay in the model. The numerical output below gives the main values used here.

## Computed results

```
barrier 0.60 eV, kT 0.02585 eV, barrier/kT 23.2
rel. permittivity 12, mass 0.3 m0, valleys 6
heavy doping 1.0e+20, light doping 1.0e+16 cm^-3
supply constant C 2.913e+10 A/(cm2 eV2)
heavy: Fermi energy above band edge 0.0712 eV
heavy: band bending 0.6712 eV, width 2.98 nm
heavy: peak field 4.50 MV/cm
heavy: E00 0.0979 eV, E00/kT 3.79
heavy: WKB exponent at Fermi energy 5.185
heavy: transmission at Fermi energy 5.60e-03
heavy: contact resistivity 1.017e-07 ohm cm2
no barrier, same doping: 4.717e-10 ohm cm2
ratio barrier/no barrier 215.7
light: contact resistivity 1.116e+01 ohm cm2
share over barrier: heavy 6.4e-09, light 0.70
d ln(resistivity)/d phi: full 9.54, formula 9.66 per eV
doping cm^-3, width nm, E00 eV, resistivity ohm cm2:
  1e+16  229.76  0.0010  1.12e+01
  1e+18  26.20  0.0098  1.21e+00
  1e+19  8.77  0.0309  1.93e-03
  5e+19  4.11  0.0692  1.24e-06
  1e+20  2.98  0.0979  1.02e-07
  2e+20  2.19  0.1384  1.39e-08
thermionic limit check at 1e13 cm^-3: ratio 1.028
deviation from the zero-bias line, percent:
  heavy +50 mV -4.5, -50 mV 7.1
  light +50 mV 200.8, -50 mV -55.1
  light +1 mV 1.93
bar: area 1 um2, length 50 um, resistivity 1e-03 ohm cm
bar resistance 500.0 ohm, applied 0.5 V
one heavy contact 10.17 ohm
heavy: total zero-bias resistance 520.34 ohm
heavy: current 0.9609 mA, drops forward 9.89, reverse 9.66 mV
heavy: bar current off straight line 0.0007 percent
light: current 2.62e-11 A, drops forward 19.6, reverse 480.4 mV
light: current/straight-line value 0.117
resistivity 200 K/300 K: heavy 1.20, light 1.29e+05
same resistivity: barrier 0.4 eV at 4.72e+19 cm^-3
factors on heavy contact resistivity from neglected effects:
  wave equation instead of WKB 0.48
  image force 0.407 (lowering 0.227 eV)
  anisotropic valleys 0.407
  free electrons in the layer 1.56
  two-band dispersion, gap 1.1 eV: 0.435
  image + free electrons + two-band 0.367
  then: transmission at Fermi energy 0.016, barrier top 0.377 eV above it
mean dopant spacing 2.15 nm
wave/WKB with face factor, thick barrier: 0.996
```
